Hourglass Connectivity of Bands on a Glide-Invariant Line

**Q.** I am told that a glide plane can tie four bands together along a line in k space. I accept degeneracies at special points, but a crossing at an ordinary point of a line looks like an accident. What exactly is assumed?

**A.** Electrons with spin 1/2 and spin-orbit coupling, one-particle bands, time reversal T, and a glide G. Take a primitive orthorhombic lattice with period a along x. The glide is

G: (x, y, z) → (x + a/2, y, −z), with −iσ_z acting on the spin.

The line has k_x = k running from 0 to π/a. The components k_y and k_z each stay at zero or at half a reciprocal lattice vector. Since G reverses k_z, and k_z and −k_z are then equivalent, G maps every point of the line to itself. Both ends are also equivalent to their own negatives, so T acts within the states at each end. Inside the line T connects k with −k and by itself forces no degeneracy.

**Q.** Which labels does the glide give to the bands?

**A.** Apply it twice. The two half translations make a full one, T_a. The two reflections restore z, but on the spin they give (−iσ_z)² = −1. Hence

G² = −T_a.

I use the convention (T_a ψ)(x) = ψ(x − a), so a Bloch state obeys T_a ψ = e^{−iκ} ψ with κ = ka. The eigenvalues λ of G satisfy λ² = −e^{−iκ}, which gives

λ_η = iη e^{−iκ/2}, η = +1 or −1.

Because H commutes with G, states φ and ψ with eigenvalues μ and λ satisfy (λ − μ)⟨φ|H|ψ⟩ = 0. States of different η are not mixed. The Hamiltonian separates into two sectors, each with continuous levels that I number upward in energy, E^η_1 ≤ E^η_2 ≤ …

**Q.** At the ends every level is a Kramers pair. Do the partners carry the same label or different ones?

**A.** That depends on the end. T commutes with the translation. It also commutes with −iσ_z: complex conjugation reverses i, and time reversal reverses σ_z. So T commutes with G. If Gψ = λψ, then

G(Tψ) = T(Gψ) = T(λψ) = λ* Tψ,

since T is antiunitary. Now insert the two ends.

At κ = 0: λ_η = iη, so λ* = −λ. The partners have opposite glide eigenvalues.

At κ = π: λ_η = iη(−i) = η, so λ* = λ. The partners have equal glide eigenvalues.

**Q.** If the eigenvalues are equal, how do you know that Tψ is a second state and not ψ again?

**A.** From T² = −1. An antiunitary operator obeys ⟨Tα|Tβ⟩ = ⟨β|α⟩. Put α = ψ and β = Tψ:

⟨Tψ|T²ψ⟩ = ⟨Tψ|ψ⟩.

The left side is also −⟨Tψ|ψ⟩, so the overlap is zero. In terms of the sector levels, the two ends therefore require

E^+_n(0) = E^−_n(0),

E^η_{2n−1}(π) = E^η_{2n}(π).

At κ = 0 each pair takes one level from each sector. At κ = π each pair takes two levels from one sector.

**Q.** Why can two bands not form a group of their own?

**A.** Suppose there is a gap above the lowest ν bands at every point of the line; its edges may move with k. Let N_η be the number of levels of sector η below it. The levels are continuous and none crosses the gap, so N_+ and N_− are constant along the line.

The end κ = 0 requires N_+ = N_− = ν/2.

The end κ = π requires N_+ and N_− to be even.

So ν/2 is even, and ν is a multiple of four. A separate group of bands lies between two such gaps, so its size is a multiple of four as well. Four is the smallest size; nothing here prevents larger groups.

**Q.** That proves that a gap is absent. I would like to see the crossing itself.

**A.** Take an odd number m and define

f_η(κ) = E^η_{m+1}(κ) − E^{−η}_m(κ).

At κ = 0 the two sectors have the same levels, so f_η(0) = E_{m+1}(0) − E_m(0) ≥ 0. At κ = π, levels m and m + 1 of one sector form a Kramers pair, because m is odd. Call its energy P_η. Then

f_η(π) = P_η − P_{−η}.

Choose η so that P_η ≤ P_{−η}. The continuous function f_η starts at or above zero and ends at or below zero, so it vanishes somewhere on the line.

Let the common energy there be E*. Levels 1 to m of sector η and levels 1 to m − 1 of sector −η lie at or below E*. These are 2m − 1 levels. The two crossing levels come next, and all others lie at or above E*. In the full energy order, bands 2m and 2m + 1 touch. With m = 2n + 1 these are bands 4n + 2 and 4n + 3.

When the lowest four bands form a separate group, the pairs at κ = 0 are (1+, 1−) and (2+, 2−), where the number is the level within its sector. At κ = π they are (1+, 2+) and (1−, 2−). This exchange of partners produces the hourglass, and the crossing of the middle two bands is its neck. A small change of the Hamiltonian that respects T and G can move the neck but cannot remove it.

**Q.** Does every line in the glide plane behave in this way?

**A.** No. Consider a line along y with k_x = 0 throughout. The glide eigenvalues are ±i at both ends, and the partners are opposite at both. The counting then gives N_+ = N_− and requires only an even ν. The change of the translation phase from 1 to −1 is essential. So are the Kramers pairs at the ends: if k_y is moved to a general value, T no longer acts within the end states and the argument lapses. The labels η remain defined at any k_y, so a neck survives a small shift of k_y and is one point of a line of crossings in the plane. At a general k_y a crossing is no longer forced and can be absent.

**Q.** Show me a Hamiltonian in which I can follow the four bands.

**A.** Take a chain with sites j at x = ja/2, hence two sites per period, and one real orbital with two spin states on each site. The glide moves site j to j + 1 and applies U = −iσ_z to the spin. Let t_d be the 2×2 hopping matrix from site 0 to site d. Invariance under G fixes the hopping from site j:

H_{j+d, j} = σ_z^j t_d σ_z^j.

Time reversal requires t_d = σ_y t_d* σ_y. For t_d = c_0 + c·σ the right side is c_0* − c*·σ, so c_0 is real and c is imaginary:

t_d = α_d + iβ_d·σ, with α_d and β_d real.

I keep d = 1 and d = 2. On one site, T and hermiticity leave only a constant, which I set to zero.

**Q.** The hopping alternates from site to site. That still leaves a 4×4 problem.

**A.** A spin transformation that depends on the site removes the alternation. Use the basis |j) = |j⟩ ⊗ U^j χ. In this basis G is a plain shift from j to j + 1. Since U^j = (−i)^j σ_z^j, the hopping matrix becomes

U^{−j−d} σ_z^j t_d σ_z^j U^j = U^{−d} t_d,

which no longer depends on j. A state Σ_j e^{iqj}|j) has glide eigenvalue e^{−iq}. Setting this equal to iη e^{−iκ/2} gives q = κ/2 − ηπ/2. What remains is a 2×2 matrix for each sector,

h(q) = Σ_d [U^{−d} t_d e^{−iqd} + h.c.].

For d = 1, U^{−1} = iσ_z. With σ_zσ_x = iσ_y and σ_zσ_y = −iσ_x,

iσ_z(α_1 + iβ_1·σ) = −β_{1z} + i(β_{1y}σ_x − β_{1x}σ_y + α_1σ_z).

Define b = β_{1z} and w = (β_{1y}, −β_{1x}, α_1), so that this is −b + i w·σ. Multiplying by e^{−iq} and adding the conjugate gives

−2b cos q + 2 sin q w·σ.

For d = 2, U^{−2} = −1. With v = β_2 the same steps give

−2α_2 cos 2q − 2 sin 2q v·σ.

Now write s = sin(κ/2) and c = cos(κ/2). From q = κ/2 − ηπ/2,

cos q = ηs, sin q = −ηc, cos 2q = −cos κ, sin 2q = −sin κ = −2sc.

The sum of the two parts is

h = 2α_2 cos κ − 2ηbs + F_η·σ,

F_η = −2ηc w + 4sc v = −2ηc (w − 2ηs v).

The eigenvalues of F_η·σ are ±|F_η|, so

E_{η±} = 2α_2 cos κ − 2ηbs ± 2c R_η, R_η = |w − 2ηs v|.

**Q.** Do the ends and the neck come out of this formula?

**A.** At κ = 0, s = 0 and c = 1. The levels are 2α_2 ± 2|w|, the same in both sectors. At κ = π, s = 1 and c = 0. The levels are −2α_2 − 2ηb, twice in each sector. For b > 0 the sector η = +1 ends lower, so its upper level must cross the lower level of η = −1:

−2bs + 2cR_+ = 2bs − 2cR_−,

2bs = c(R_+ + R_−).

If v = 0, both R_η equal |w| and the condition is tan(κ/2) = |w|/b. The left side rises from zero to infinity, so there is one neck. It moves towards π/a as b goes to zero, and towards k = 0 as b becomes large compared with |w|.

**Q.** Put numbers in.

**A.** These are round model parameters, not those of a material: a = 0.50 nm, α_1 = 0.40 eV, α_2 = 0.05 eV, β_1 = (0.10, 0, 0.15) eV and β_2 = (0.03, 0.02, 0.05) eV. Then b = 0.15 eV, w = (0, −0.10, 0.40) eV and |w| = 0.4123 eV. The end levels are

κ = 0: 0.10 ± 0.8246 = −0.7246 and 0.9246 eV,

κ = π: −0.10 ∓ 0.30 = −0.4000 eV for η = +1 and 0.2000 eV for η = −1.

Halfway, at κ = π/2, the four levels are distinct:

η = +1: −0.7155 and 0.2912 eV,

η = −1: −0.4639 and 0.8882 eV.

Upward in energy the labels read +, −, +, −. At κ = π they must read +, +, −, −, so the middle two have to change places. Solving the neck condition with a bracketing root finder gives κ = 2.457, or 0.782π. This is k = 4.91 nm⁻¹, with the end of the line at 6.28 nm⁻¹. There R_+ = 0.3401 eV and R_− = 0.5013 eV, and both sides of the condition equal 0.2826 eV. Hence c = 0.2826/0.8414 = 0.336. The neck energy is the mean of the two crossing expressions,

E* = 2α_2 cos κ + c(R_+ − R_−) = −0.07744 − 0.05414 = −0.1316 eV.

A scan of the line finds this one neck. Dropping v would give tan(κ/2) = 0.4123/0.15 and κ = 0.778π, so second-neighbour spin-orbit coupling hardly shifts the neck along the line here. It does lower the neck energy, which without v would be 2α_2 cos κ = −0.077 eV.

**Q.** Is it really the glide that protects the neck? Break it and keep T.

**A.** Add a potential +δ on even sites and −δ on odd sites. The factor (−1)^j changes q by π, and so couples η to −η at the same κ. To first order in δ, the two states at the neck are split by 2δ times the overlap of their spinors.

In the transformed spin basis, the upper state of η = +1 has its spin along F_+, that is, along −(w − 2s v). The lower state of η = −1 has its spin opposite to F_−, that is, along −(w + 2s v). The angle θ between these directions obeys

cos θ = (|w|² − 4s²|v|²)/(R_+R_−).

At the neck s = 0.2826/0.30 = 0.942, |w|² = 0.170 eV² and |v|² = 0.0038 eV². This gives cos θ = 0.918. The overlap of two spinors at angle θ is cos(θ/2) = 0.979. For δ = 0.05 eV the estimate is 0.10 × 0.979 = 0.098 eV. Diagonalizing the 4×4 matrix on a grid along the line gives a smallest gap of 0.098 eV. The neck has opened.

**Q.** Then break time reversal and keep the glide. Does the crossing disappear at once?

**A.** No, and the difference is instructive. Take an exchange field m along x whose sign alternates from site to site. In the transformed basis σ_x also acquires a factor (−1)^j, because σ_zσ_xσ_z = −σ_x. The two alternations cancel, leaving a uniform term mσ_x that commutes with G. The sectors survive, but the Kramers pairs at κ = π split:

E = −2α_2 − 2ηb ± m, for m > 0.

The upper level of η = +1 minus the lower level of η = −1 is now 2m − 4b at κ = π. At κ = 0 this difference is still positive. For m < 2b = 0.30 eV the sign must change and a crossing remains. For m = 0.10 eV it lies at κ = 0.805π. For m > 2b the ends no longer force a crossing. At m = 0.50 eV a scan of the whole zone finds a gap above the second band, 0.39 eV at its smallest. Thus the glide protects an existing neck between the second and third bands, while T together with the glide makes that neck unavoidable.

**Q.** Many crystals have an inversion centre. Do they show the same neck?

**A.** No: with inversion, PT makes every level twofold at every k, so a neck between two single bands cannot occur. Take first a centre in the glide plane. Inversion P about such a centre reverses the half translation, so PGP⁻¹ = T_a⁻¹G, or GP = T_aPG. The product PT leaves k unchanged. For Gψ = λ_ηψ,

G(PTψ) = T_a PT(Gψ) = e^{−iκ} λ_η* PTψ = −iη e^{−iκ/2} PTψ.

This is the eigenvalue λ_{−η}. Every level thus appears in both sectors at every κ, and the bands are twofold throughout. At κ = π this gives P_+ = P_−, and the two Kramers pairs merge into a fourfold level. The four bands are still connected, but they meet at the end of the line. For a centre a quarter period c/4 off the plane, PGP⁻¹ = T_a⁻¹T_cG. On the lines with k_z = 0 nothing changes. On those with k_z = π/c, T_c = −1, the PT partners carry the same η, and the fourfold level lies at κ = 0 instead.

In the chain, inversion about site 0 requires the hoppings from site 0 to d and to −d to be equal. The hopping to −d is (σ_z^d t_d σ_z^d)†. For d = 1 this is α_1 + i(β_{1x}σ_x + β_{1y}σ_y − β_{1z}σ_z), and equality with t_1 requires b = 0. For d = 2 it is α_2 − iv·σ, which requires v = 0. The energies reduce to

E = 2α_2 cos κ ± 2c|w|,

with a fourfold level at −2α_2 = −0.10 eV when κ = π.

**Q.** And what does spin-orbit coupling do, if four bands can meet without a neck?

**A.** In the chain, switching it off sets all β_d to zero, so b = v = 0 and the same fourfold point appears. The term b splits that point into two Kramers levels 4b = 0.60 eV apart and draws the neck into the line.

For spinless electrons the rule itself is different. There G² = +T_a and the eigenvalues are ±e^{−iκ/2}. At κ = π they are ∓i, and complex conjugation exchanges them. The two states are orthogonal because their eigenvalues differ, so levels pair up. At κ = 0 the eigenvalues are ±1, conjugation leaves them unchanged, and no pairing is forced. These symmetries then ask only for groups of two bands. The spin sign in G² = −T_a moves the opposite partners to κ = 0, and T² = −1 supplies the equal partners at κ = π. Together they make four the smallest group of spin-1/2 bands.

The two counts agree once spin is included. Without spin-orbit coupling each spinless band counts twice, so a group of two is already a group of four. In the chain, spin-orbit coupling therefore changes how the four bands are connected, not their number.

Numbers in the example were calculated in double precision.
